# Why high thermal conductivity helps when Peltier-cooling a hot body

**Question**

I want to use a thermoelectric leg to cool a component that is *hotter* than its surroundings: the component is at $T_h=350$ K and the surroundings are at $T_c=300$ K. The leg has length $L$, Seebeck coefficient $S$, electrical conductivity $\sigma$ and thermal conductivity $\kappa$.

I started from the refrigerator expression for the heat flux taken from the body,

$$q=ST_{\rm body}J-\frac{\kappa\,|\Delta T|}{L}-\frac{J^2L}{2\sigma},$$

and concluded that I need a small $\kappa$, hence a material with high $zT$. But with the current off, a block of metal would already cool my component better than such a material. Where does my reasoning go wrong? What is the largest heat flux I can remove, and can it be written as an effective thermal conductivity to compare materials?

**Answer**

The sign of your conduction term belongs to a body colder than its surroundings. Yours is hotter, so conduction carries heat the way you want it to go. It is safest to derive the flux again with signs that cover both cases.

**Setting up the heat flow**

Let $x$ run from the body at $x=0$ to the surroundings at $x=L$, and count the current density $J$ as positive along $x$. Define $\Delta T=T_h-T_c$, which is positive for you. I assume steady one-dimensional flow, constant $S,\sigma,\kappa$, ideal contacts, fixed end temperatures and no heat exchange through the sides. Here $\kappa$ is the conductivity at zero current. The leads that carry the current are taken to have zero Seebeck coefficient; for real leads $S$ stands for the difference between leg and lead. A copper lead (about $+1.9$ µV/K) would raise the active gain of the metal leg below from 6.6 to about 7.5 W/cm². The equations keep the same form in atomic units ($e=1$, temperature with its own unit) and in SI.

The heat flux and the electric field (the gradient of the electrochemical potential per charge, with a minus sign) are

$$q=STJ-\kappa T',\qquad E=\frac{J}{\sigma}+ST'.$$

Electrical work done on the carriers is added to the heat flow, so $q'=JE$. Inserting both expressions gives

$$SJT'-\kappa T''=\frac{J^2}{\sigma}+SJT'.$$

The terms $SJT'$ cancel because $S$ is constant, which leaves $\kappa T''=-J^2/\sigma$. Integrating twice with $T(0)=T_h$,

$$T(x)=T_h+ax-\frac{J^2x^2}{2\sigma\kappa}.$$

The condition $T(L)=T_c$ fixes the slope at the body:

$$a=T'(0)=-\frac{\Delta T}{L}+\frac{J^2L}{2\sigma\kappa}.$$

The flux leaving the body is $q_h=ST_hJ-\kappa a$, so

$$q_h=ST_hJ+\frac{\kappa\Delta T}{L}-\frac{J^2L}{2\sigma}.$$

At the other end $T'(L)=a-J^2L/(\sigma\kappa)$, which gives

$$q_c=ST_cJ+\frac{\kappa\Delta T}{L}+\frac{J^2L}{2\sigma}.$$

The total Joule heat per area is $J^2L/\sigma$, and half of it returns to the body. The factor $\kappa$ has dropped out of that term: a better conductor carries the same Joule heat with a smaller temperature rise, but the split between the ends stays the same.

**Maximizing over the current**

Setting the derivative to zero,

$$\frac{dq_h}{dJ}=ST_h-\frac{JL}{\sigma}=0\quad\Rightarrow\quad J^*=\frac{S\sigma T_h}{L}.$$

The second derivative is $-L/\sigma<0$, so this is a maximum. Completing the square shows its value:

$$q_h=\frac{\kappa\Delta T}{L}+\frac{S^2\sigma T_h^2}{2L}-\frac{L}{2\sigma}(J-J^*)^2.$$

The last term vanishes at $J=J^*$. Writing the remaining flux as $q^*=\kappa_{\rm eff}\Delta T/L$ gives

$$\boxed{\kappa_{\rm eff}=\kappa+\frac{S^2\sigma T_h^2}{2\Delta T}}$$

The factor $1/2$ is what remains after the returned Joule heat, $S^2\sigma T_h^2/(2L)$, is subtracted from the Peltier flux, $S^2\sigma T_h^2/L$. For $S<0$ the best current runs the other way, and $q^*$ is unchanged.

**Why κ changes its role**

Since $J^*$ does not contain $\kappa$,

$$\frac{\partial q^*}{\partial\kappa}=\frac{\Delta T}{L}\qquad(S,\sigma,L,T_h,T_c\ \text{fixed}).$$

For your hot component this is positive. For a refrigerated body $\Delta T<0$, and the same derivative is negative. A refrigerator removes heat only if $S^2\sigma T_{\rm body}^2/2$ exceeds $\kappa|\Delta T|$, so the ratio $S^2\sigma/\kappa$ matters there. In active cooling the two contributions add, and a figure of merit with $\kappa$ in the denominator can rank materials wrongly.

**Numbers for two legs**

Take $L=10$ mm and two sets of rough typical values. The first is in the regime of cobalt: $S=-30$ µV/K, $\sigma=1.2\times10^5$ S/cm, $\kappa=100$ W/(m K). The second is in the regime of bismuth telluride: $200$ µV/K, $10^3$ S/cm, $1.5$ W/(m K). The power factors $S^2\sigma$ are $0.0108$ and $0.0040$ W/(m K²), so

$$\kappa_{\rm eff}^{\rm metal}=100+\frac{0.0108\times350^2}{2\times50}\approx113\ \text{W/(m K)},$$

$$\kappa_{\rm eff}^{\rm telluride}=1.5+\frac{0.0040\times350^2}{2\times50}=6.4\ \text{W/(m K)}.$$

Multiplying by $\Delta T/L$ gives 56.6 and 3.2 W/cm². Integrating the two transport equations numerically and searching for the best current gives the same fluxes.

The current adds only 6.6 W/cm² to the metal's passive 50 W/cm², whereas it raises the telluride's flux from 0.75 to 3.2 W/cm². The metal wins mainly by conduction, and its larger power factor helps as well.

Doubling $\kappa$ with everything else fixed raises the fluxes to 106.6 and 3.95 W/cm². Now refrigerate a body at 300 K in surroundings at 320 K. The telluride removes 1.5 W/cm², which falls to 1.2 W/cm² when $\kappa$ is doubled. The metal gives $-15$ W/cm² even at its best current: heat flows into the body, and the metal cannot hold it cold.

Doubling $\kappa$ at fixed $\sigma$ is a way to isolate its effect, not a recipe for a metal. The Wiedemann–Franz estimate of the electronic part of $\kappa$ at 325 K is 95 W/(m K) for the first leg, nearly all of its 100. There $\kappa$ and $\sigma$ are tied together.

**What the cooling costs**

The electrical power per area is the growth of the heat flux along the leg:

$$P=q_c-q_h=\frac{J^2L}{\sigma}-SJ\Delta T.$$

At $J^*$ this becomes

$$P^*=\frac{S^2\sigma T_h^2}{L}-\frac{S^2\sigma T_h\Delta T}{L}=\frac{S^2\sigma T_hT_c}{L}.$$

Dividing the active gain $S^2\sigma T_h^2/(2L)$ by $P^*$ gives $T_h/(2T_c)=0.58$ for both legs. The metal needs 11.3 W/cm² of electrical power for its extra 6.6 W/cm² of cooling, and the surroundings must accept the whole removed flux plus this power, $56.6+11.3\approx68$ W/cm².

Some of the gain needs no supply. For $J$ between zero and $S\sigma\Delta T/L$, $P$ is negative and the leg acts as a generator. At the upper end, an ideal short circuit, $P=0$ and

$$q_h=\frac{\kappa\Delta T}{L}+\frac{S^2\sigma T_h\Delta T}{L}-\frac{S^2\sigma\Delta T^2}{2L}
=\left[\kappa+S^2\sigma\,\frac{T_h+T_c}{2}\right]\frac{\Delta T}{L}.$$

The bracket is 103.5 W/(m K) for the metal and 2.8 W/(m K) for the telluride. Just over a quarter of the maximum active gain is thus available without a power supply.

**Small temperature difference and the hot spot**

$\kappa_{\rm eff}$ depends on the operating temperatures, so it is not a material constant. As $\Delta T\to0$ at fixed $T_h$ it diverges, while the flux tends to the finite value $S^2\sigma T_h^2/(2L)$. With $\Delta T=5$ K the metal has $\kappa_{\rm eff}=232$ W/(m K), but its flux is only 11.6 W/cm². Compare materials at the same $T_h$ and $\Delta T$.

The active part exceeds the passive part when

$$\Delta T<B,\qquad B=\frac{S^2\sigma T_h^2}{2\kappa}.$$

This crossover lies at 6.6 K for the metal and 163 K for the telluride. The same quantity controls the temperature inside the leg. Inserting $J^*$ into the profile, with $s=x/L$,

$$T=T_h-\Delta T\,s+B\,s(1-s).$$

The slope at $s=0$ is $B-\Delta T$. If it is positive, the temperature first rises, peaks at $s=(B-\Delta T)/(2B)$, and exceeds $T_h$ there by

$$\frac{(B-\Delta T)^2}{4B}.$$

For the telluride this is 20 K. Conduction at the hot face then runs back towards the body, yet the net flux formula still holds, because the returned Joule heat is already counted in it. The metal has no such hot spot at $\Delta T=50$ K.

**How far a real device departs from this**

The material values above are rough. Of the effects estimated below, the finite heat sink costs the metal most. A thermal interface between component and leg is not included and can cost about as much: a resistance of 0.2 cm² K/W alone would lower the metal's maximum from 56.6 to 46.9 W/cm². With an assumed sink conductance of $h=5$ W/(cm² K), a strong liquid-cooled plate, the cold end warms up. Without current, the leg and sink act in series:

$$q=\frac{\kappa\Delta T/L}{1+\kappa/(hL)}=\frac{50}{1+0.2}\approx41.7\ \text{W/cm}^2.$$

The best current raises this to 45.8 W/cm², compared with 56.6 for an ideal sink. The telluride passes so little heat that its maximum barely changes, from 3.20 to 3.18 W/cm².

A hot contact with specific resistance $\rho_c$ releases heat $\rho_cJ^2$ that must also be removed. If all of it is charged to the body, $L/(2\sigma)$ becomes $L/(2\sigma)+\rho_c$ in $q_h$, and maximizing again divides the active part by $1+2\rho_c\sigma/L$. For an assumed $\rho_c=10^{-6}$ Ω cm² this factor is 1.24 for the metal, whose total falls to 55.3 W/cm². For the telluride it is 1.002.

Properties also drift with temperature. As model laws I took $S\propto T$ and $\sigma\propto1/T$ for the metal, and constant $S$ with $\sigma\propto T^{-3/2}$ for the telluride, matched to the values above at 325 K with $\kappa$ constant. Drift alone changes the maxima to 56.5 and 2.9 W/cm². With sink, contact and drift together they are 45.0 and 2.9 W/cm², about 20% and 10% below the ideal values. For the metal, the gain over the passive leg on the same sink is then 3.4 W/cm², about half the ideal gain.

Air at the sides, with an assumed 0.001 W/(cm² K) and a leg of square cross-section 5 mm wide, would carry away roughly 0.2 W/cm² of cross-section for the metal and 0.4 for the telluride. Only part of this is extra heat taken from the component, about 0.14 and 0.23 W/cm² at the same current; the rest is heat that no longer reaches the sink. These estimates are not included in the combined figures.

The electrical supply is a further practical limit. With the same 5 mm × 5 mm cross-section, the metal leg needs 315 A at 9 mV: a resistive drop of 10.5 mV less the 1.5 mV supplied by the Seebeck effect. Losses in the supply leads are not included here. They add to the power, and a lead attached to the hot end also returns about half of its Joule heat to the component. At 315 A, a lead with the same resistance as the leg, 33 µΩ, would cancel the metal's whole active gain. About 5 cm of copper at room temperature (4.4 cm at 325 K) with the leg's cross-section has this resistance, so the lead must be included when the current is chosen. Such a lead also conducts heat: with a thermal conductivity of 400 W/(m K) and its far end held at 300 K, 5 cm of it would carry about 40 W/cm² away from the component even without current. It therefore belongs in the passive comparison as well.

For your component, then, use $\kappa_{\rm eff}$ at your own $T_h$ and $\Delta T$ to compare legs of equal length, and check the sink before paying for the current. Include a plain conductor in the comparison: a passive copper leg of the same length, with $\kappa\approx400$ W/(m K), removes 200 W/cm² at $\Delta T=50$ K (111 on the same sink), and the cobalt-like leg at its best current overtakes it only below $\Delta T\approx2$ K with an ideal sink. The numerical output below gives the values for both legs.

## Computed results

```
Two values per line: cobalt-like leg, bismuth-telluride-like leg
Body and surroundings temperature (both legs): 350  300 K
Leg length and width (both legs): 10  5 mm
Seebeck coefficient: -30  200 uV/K
Electrical conductivity: 120000  1000 S/cm
Thermal conductivity kappa: 100  1.5 W/(m K)
Power factor S^2 sigma: 108  40 uW/(cm K^2)
Wiedemann-Franz electronic kappa at mean T: 95.3  0.794 W/(m K)
Best current density: -1260  70 A/cm^2
Best current through one leg: -315  17.5 A
Passive heat flux: 50  0.75 W/cm^2
Active gain in heat flux: 6.615  2.45 W/cm^2
Largest heat flux from body: 56.62  3.2 W/cm^2
Active part of kappa_eff: 13.23  4.9 W/(m K)
kappa_eff: 113.2  6.4 W/(m K)
kappa_eff at dT = 5 K, same body: 232.3  50.5 W/(m K)
Effective kappa of shorted leg: 103.5  2.8 W/(m K)
Electrical power at optimum: 11.34  4.2 W/cm^2
Voltage across leg at optimum: 9  60 mV
Active gain per electrical power: 0.5833  0.5833 (no unit)
Heat flux rejected to surroundings: 67.95  7.4 W/cm^2
Crossover temperature difference: 6.615  163.3 K
Interior hot spot above body: 0  19.7 K
Largest heat flux, kappa doubled: 106.6  3.95 W/cm^2
Refrigeration case: body 300 K, surroundings 320 K
(negative flux: the body cannot be held cold)
Refrigeration heat flux: -15.14  1.5 W/cm^2
Refrigeration heat flux, kappa doubled: -35.14  1.2 W/cm^2
Neglected effects, largest heat flux with each one included
Assumed contact resistance: 1e-06 ohm cm^2
Assumed sink conductance: 5 W/(cm^2 K)
Assumed side-face conductance: 0.001 W/(cm^2 K)
With contact resistance: 55.33  3.195 W/cm^2
With finite sink, no current: 41.67  0.7478 W/cm^2
With finite sink, best current: 45.78  3.178 W/cm^2
With property drift: 56.52  2.896 W/cm^2
With contact, sink and drift together: 45.03  2.872 W/cm^2
Side loss per cross-section, estimate: 0.21  0.42 W/cm^2
```
